# Helium-like decay rates at large Z and their first correction

## Result and regime

For a two-electron ion of nuclear charge $Z$, the partial decay rates to $1\,^1S_0$ are, in atomic units and at leading order in $1/Z$ and $\alpha Z$,

$$
\begin{aligned}
A(2\,^1P_1,\mathrm{E1})&=2(2/3)^8\alpha^3Z^4, & A(2\,^1S_0,\mathrm{2E1})&=2C\alpha^6Z^6,\\
A(2\,^3P_2,\mathrm{M2})&=\alpha^7Z^8/1215, & A(2\,^3S_1,\mathrm{M1})&=\alpha^9Z^{10}/1458,\\
A(2\,^3P_1,\mathrm{E1})&=2(2/3)^8\eta^2\alpha^7Z^{10}, & \eta&=\frac{6561}{10752\sqrt2}.
\end{aligned}
$$

Here $C=1.318\times10^{-3}$ is the hydrogen $2s$ two-photon integral defined below. One atomic unit of rate is $4.134\times10^{16}\ \mathrm{s^{-1}}$.

"Low $Z$" means $\alpha Z\ll1$. The integer powers also need $1/Z\ll1$, so they are poor for helium itself. The $2\,^1P_1$ and $2\,^3P_1$ lines further need $\eta\alpha^2Z^3\ll1$, because spin-orbit coupling mixes these two states. The nucleus is a fixed point without spin.

## Scaling and the emission formula

With $\mathbf r=\boldsymbol\rho/Z$ the nonrelativistic Hamiltonian becomes

$$H=Z^2\left[h(1)+h(2)+\frac1Z\frac1{\rho_{12}}\right],\qquad h=-\tfrac12\nabla_\rho^2-\frac1\rho .$$

The repulsion is thus a perturbation of relative order $1/Z$. Lengths scale as $1/Z$, and the photon energy is $\omega=(\tfrac12-\tfrac18)Z^2=\tfrac38Z^2$. Splittings within $1s2s$ and $1s2p$ scale as $Z$.

The coupling for $g=2$ is $\alpha[\mathbf p\cdot\mathbf A+\mathbf s\cdot(\nabla\times\mathbf A)]$ per electron. A photon mode in volume $V$ has $\alpha\mathbf A=\sqrt{2\pi/(\omega V)}\,\boldsymbol\epsilon^*e^{-i\mathbf k\cdot\mathbf r}$ with $k=\alpha\omega$, and the mode density is $V\alpha^3\omega^2d\Omega/(2\pi)^3$. The golden rule gives

$$\Gamma=\frac{\alpha^3\omega}{2\pi}\int d\Omega\sum_\epsilon\Big|\langle f|\sum_j[\mathbf p_j\cdot\boldsymbol\epsilon^*-i\mathbf s_j\cdot(\mathbf k\times\boldsymbol\epsilon^*)]e^{-i\mathbf k\cdot\mathbf r_j}|i\rangle\Big|^2 .$$

## $2\,^1P_1$: E1

Set $e^{-i\mathbf k\cdot\mathbf r}\to1$. Since $\mathbf p=-i[\mathbf r,H]$, $\langle f|\mathbf p|i\rangle=-i\omega\mathbf D$. The polarization and angle sum is $8\pi|\mathbf D|^2/3$, so $\Gamma=\frac43\alpha^3\omega^3|\mathbf D|^2$.

The state $(1s2p+2p1s)/\sqrt2$ gives $D=\sqrt2\,d$, with

$$d=\langle1s|z|2p_z\rangle=\frac1Z\frac{1}{4\sqrt2\,\pi}\frac{4\pi}{3}\int_0^\infty\rho^4e^{-3\rho/2}d\rho=\frac{256}{243\sqrt2\,Z},\qquad d^2=\frac{2^{15}}{3^{10}Z^2}.$$

Hence $\Gamma=\frac43\alpha^3(\frac38)^3Z^6\cdot2d^2=2(2/3)^8\alpha^3Z^4$: six powers come from $\omega^3$, and two are lost to $d^2$.

## $2\,^1S_0$: two photons

Each photon couples through $\sqrt{2\pi\omega/V}\,\boldsymbol\epsilon\cdot\mathbf D$, up to a phase. For $S\to S$ the second-order amplitude is proportional to $(\boldsymbol\epsilon_1\cdot\boldsymbol\epsilon_2)M$, where

$$M=\sum_nD_{fn}D_{ni}\left[\frac1{E_n-E_i+\omega_1}+\frac1{E_n-E_i+\omega_2}\right],\qquad \omega_1+\omega_2=\omega .$$

The polarization sum is $1+\cos^2\theta$, and its integral over both directions is $64\pi^2/3$. A factor $\frac12$ prevents double counting of photon pairs:

$$\Gamma=\frac12\,\frac{\alpha^6}{(2\pi)^3}\,\frac{64\pi^2}{3}\int_0^{\omega}\omega_1^3\omega_2^3M^2d\omega_1=\frac{4\alpha^6}{3\pi}\int_0^{\omega}\omega_1^3\omega_2^3M^2d\omega_1 .$$

The frequencies supply $Z^{14}$. Since $M\sim Z^{-2}/Z^2$, $M^2$ supplies $Z^{-8}$, and the result is $Z^6$.

The intermediate states that connect both ends are $1snp\,^1P$. Their matrix elements are $\langle np|z|2s\rangle$ to the initial state and $\sqrt2\langle1s|z|np\rangle$ to the final one, so the rate is twice that of hydrogen. We define $C$ as the hydrogen value of $(4/3\pi)\int\omega_1^3\omega_2^3M^2d\omega_1$ at $Z=1$.

## $2\,^3P_2$: M2

The spin-independent term cannot connect a triplet to a singlet. Nor can the zeroth-order spin term, which contains the total spin $\mathbf S$. The next term of the exponential gives $-(\mathbf k\cdot\mathbf r_j)\,\mathbf s_j\cdot(\mathbf k\times\boldsymbol\epsilon^*)$. In

$$\mathbf r_1\mathbf s_1+\mathbf r_2\mathbf s_2=\tfrac12(\mathbf r_1+\mathbf r_2)\mathbf S+\tfrac12(\mathbf r_1-\mathbf r_2)(\mathbf s_1-\mathbf s_2)$$

the second part survives. For Cartesian triplet states, $\langle S|(s_1-s_2)_b|T_a\rangle=\delta_{ab}$. The spatial element of $\mathbf r_1-\mathbf r_2$ has magnitude $\sqrt2\,d$.

A $J=2$ state is a normalized symmetric traceless tensor $t_{ac}$ in spin index $a$ and orbital index $c$. With $\mathbf n=\hat{\mathbf k}\times\boldsymbol\epsilon$, its amplitude has magnitude $(k^2d/\sqrt2)|t_{ac}n_a\hat k_c|$. Summing $|t_{ac}n_a\hat k_c|^2$ over the five states gives the squared norm of $\frac12(n_a\hat k_c+\hat k_an_c)$, which is $\frac12$. Averaging over five states and summing over two polarizations and all angles,

$$\Gamma=\frac{\alpha^3\omega}{2\pi}\,\frac{k^4d^2}{2}\,4\pi\cdot2\cdot\frac1{10}=\frac{\alpha^7\omega^5d^2}{5}=\frac{\alpha^7Z^8}{1215}.$$

## $2\,^3S_1$: M1

The leading M1 operator $\mathbf S$ again gives zero, so we need the first relativistic and retardation terms. At leading order in $1/Z$ they follow from Dirac orbitals,

$$\psi=\frac1{\sqrt{4\pi}}\begin{pmatrix}g\chi\\ if\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi\end{pmatrix},\qquad\int(g^2+f^2)r^2dr=1 .$$

The velocity is now the Dirac matrix vector divided by $\alpha$, so the prefactor of $\Gamma$ becomes $\alpha\omega/2\pi$. Multiplying out the Pauli matrices leaves $-(g_1f_2+f_1g_2)\,\boldsymbol\sigma\cdot(\boldsymbol\epsilon^*\times\hat{\mathbf r})$ and a scalar proportional to $\boldsymbol\epsilon^*\cdot\hat{\mathbf r}$. The angular average of $\hat{\mathbf r}e^{-i\mathbf k\cdot\mathbf r}$ is $-i\hat{\mathbf k}j_1(kr)$. The scalar therefore vanishes, and the amplitude is $iK\boldsymbol\sigma\cdot(\boldsymbol\epsilon^*\times\hat{\mathbf k})$ with

$$K=\int(g_1f_2+f_1g_2)j_1(kr)r^2dr .$$

For hydrogen the spin average is 1 per polarization, so $\Gamma_H=4\alpha\omega K^2$.

Let $\varepsilon$ be the energy without rest energy. The lower Dirac equation is $[2/\alpha+\alpha(\varepsilon-V)]f=-g'$. Write it for state 2 and multiply by $r^3g_1$, do the same with the labels exchanged, add and integrate. With $R_3=\int r^3(g_1f_2+f_1g_2)dr$,

$$\frac2\alpha R_3+\alpha\int r^3[(\varepsilon_2-V)g_1f_2+(\varepsilon_1-V)g_2f_1]dr=3\int r^2g_1g_2dr=-3\int r^2f_1f_2dr .$$

The first equality uses integration by parts, the second Dirac orthogonality. The right side is now small, so $f=-\alpha g'/2$ suffices everywhere:

$$R_3=-\frac{3\alpha^3}{8}\int r^2g_1'g_2'dr+\frac{\alpha^3}{4}\int r^3[(\varepsilon_2-V)g_1g_2'+(\varepsilon_1-V)g_2g_1']dr .$$

Using $j_1(x)=x/3-x^3/30+\dots$ and one more integration by parts,

$$K=\frac{kR_3}{3}-\frac{\alpha k^3}{12}\int r^4g_1g_2dr .$$

At $Z=1$, $g_1=2e^{-r}$ and $g_2=(1-r/2)e^{-r/2}/\sqrt2$. With $I_n=\int r^ne^{-3r/2}dr=n!(2/3)^{n+1}$, the three integrals, in order of appearance, are

$$
\begin{aligned}
\sqrt2\left(I_2-\tfrac14I_3\right)&=\tfrac{8\sqrt2}{27},\\
\sqrt2\left(\tfrac{11}8I_3-\tfrac9{32}I_4-2I_2\right)&=-\tfrac{4\sqrt2}9,\\
\sqrt2\left(I_4-\tfrac12I_5\right)&=-\tfrac{512\sqrt2}{243}.
\end{aligned}
$$

Thus $R_3=-2\sqrt2\,\alpha^3/9$. With $k=3\alpha/8$, $K=\alpha^4\sqrt2(-\frac1{36}+\frac1{108})=-\sqrt2\,\alpha^4/54$. In a Coulomb field $K$ depends on $\alpha Z$ alone, so $\alpha^4\to(\alpha Z)^4$ and $\Gamma_H=\alpha^9Z^{10}/972$.

For two electrons, the spin-difference operator gives the amplitude $\sqrt2Kn_a$ from triplet state $a$. Averaging over three states replaces $K^2$ by $2K^2/3$, which yields $\alpha^9Z^{10}/1458$.

## $2\,^3P_1$: intercombination

This line borrows the E1 amplitude of $2\,^1P_1$. The nuclear spin-orbit energy of the $2p$ electron is $\zeta\,\mathbf l\cdot\mathbf s$, with $\zeta=\frac12\alpha^2Z\langle r^{-3}\rangle=\alpha^2Z^4/48$, because $\langle r^{-3}\rangle=Z^3/24$.

The two $J=1$ states of $1s2p$ have spin-orbit eigenvalues $\zeta/2$ (from $2p_{3/2}$) and $-\zeta$ (from $2p_{1/2}$). In the $^3P_1,{}^1P_1$ basis the diagonal elements are $-\zeta/2$ and $0$. Equating determinants, $-x^2=-\zeta^2/2$, so the off-diagonal element is $x=\zeta/\sqrt2$.

The singlet-triplet gap is twice the exchange integral. The dipole part of $1/r_{12}$ gives, at $Z=1$,

$$K_x=\frac19\int_0^\infty ds\,s^4e^{-3s/2}\int_s^\infty dr\,r\,e^{-3r/2}=\frac19\left(\frac{80}{729}+\frac{32}{729}\right)=\frac{112}{6561}.$$

The mixing amplitude therefore has magnitude

$$\frac{\alpha^2Z^4/(48\sqrt2)}{224Z/6561}=\eta\alpha^2Z^3 .$$

Its square multiplies the $Z^4$ rate and gives $Z^{10}$. Other singlets lie a distance of order $Z^2$ away instead of $Z$, so they contribute a relative $1/Z$.

First-order mixing would reach 1 at $Z\approx35$, so it fails well before that. When $\zeta$ dominates, the lower state has eigenvalue $-\zeta$. The singlet row of the matrix then gives a triplet-to-singlet amplitude ratio of $-\sqrt2$, hence a singlet fraction of $1/3$. Within this model the line returns to $Z^4$. The model's local exponent is 9.7 at $Z=14$, 6.8 at $Z=30$ and 4.4 at $Z=60$.

## The first correction in $1/Z$

Perturbation theory in the repulsion gives

$$A=cZ^p\left(1+\frac aZ+\dots\right),\qquad \frac{d\ln A}{d\ln Z}=p-\frac aZ+\dots$$

Part of $a$ comes from the photon energy. The potential of a $1s$ electron at $Z=1$ is $1/r-e^{-2r}(1+1/r)$. Averaging it over $1s$ and $2p$ gives repulsions $5/8$ and $59/243$, so

$$\omega=\frac38Z^2\left(1-\frac wZ\right),\qquad w=\frac83\left(\frac58-\frac{59}{243}\mp\frac{112}{6561}\right),$$

with the upper sign for $^1P$. This is $w\approx0.97$ for $^1P$ and $1.06$ for $^3P$.

A configuration-interaction (CI) calculation with $s$ and $p$ orbitals supplies the complete $a$ for E1, 2E1 and M2. At first order in $1/Z$, only one factor (the initial state, the final state or the intermediate propagator) is corrected, and it is projected on dipole operators acting on $1s^2$, $1s2s$ or $1s2p$. These give only $sp$ configurations of $P$ symmetry and $ss$ or $pp$ configurations of $S$ symmetry, so configurations with $d$ orbitals drop out at this order. At a formal $Z=200$, with $\alpha$ merely labelling orders, the exponents are 4.016, 6.024 and 8.024 for E1, 2E1 and M2. Multiplying the excesses by $-200$ gives $a\approx-3.2$, $-4.8$ and $-4.8$. For E1, $\omega^3$ accounts for $-3w\approx-2.9$. For M2, $\omega^5$ gives $-5.3$, and the change in the matrix element restores about $0.5$.

To this order one may write $A=c(Z-\sigma)^p$ with $\sigma=-a/p$, about 0.8, 0.8 and 0.6. This is a screened charge fitted to each rate, not a common property of the ion.

## Example: $Z=14$

For E1 the leading rate is $1.254\times10^9\times14^4=4.82\times10^{13}\ \mathrm{s^{-1}}$. The others follow in the same way from $16.46\,Z^6$, $0.0375\,Z^8$, $0.662\,Z^{10}$ and $1.664\times10^{-6}Z^{10}$. Rates are in $\mathrm{s^{-1}}$.

| Decay | Leading | CI | Exponent |
|---|---|---|---|
| $2\,^1P_1$ E1 | $4.82\times10^{13}$ | $3.78\times10^{13}$ | 4.26 |
| $2\,^1S_0$ 2E1 | $1.24\times10^{8}$ | $8.7\times10^{7}$ | 6.36 |
| $2\,^3P_2$ M2 | $5.5\times10^{7}$ | $3.9\times10^{7}$ | 8.37 |
| $2\,^3P_1$ E1 | $1.9\times10^{11}$ | $1.5\times10^{11}$ | 10.26 |
| $2\,^3S_1$ M1 | $4.8\times10^{5}$ | not computed | – |

The screened form gives CI-to-leading ratios $(1-0.8/14)^4=0.79$, $(1-0.8/14)^6=0.70$ and $(1-0.6/14)^8=0.70$. The table gives 0.78, 0.70 and 0.70.

The CI omits orbitals with $l\ge2$ and relativistic energy shifts. At this $Z$, adding $d$ and $f$ orbitals changes the E1, 2E1 and M2 rates by less than 0.2% and raises the intercombination rate by 3%; the exponents 4.26 and 10.26 become 4.25 and 10.23. Its intercombination rate treats mixing to first order and omits two-electron spin-orbit terms, which also enter at relative order $1/Z$ (with hydrogenic orbitals their direct part alone raises the rate by about 9% at this $Z$); no complete $a$ is therefore quoted for that line. In the hydrogenic model, full mixing lowers the singlet fraction from $4.0\times10^{-3}$ to $3.6\times10^{-3}$. Most of this drop comes from the diagonal element $-\zeta/2$, which lowers $^3P_1$ and widens the gap. The ratio of $\zeta$ to the gap is $\sqrt2\,\eta\alpha^2Z^3=0.089$, so the gap grows by a factor 1.045, and dividing the first-order fraction by the square of this factor gives $3.64\times10^{-3}$. The $1/Z$ terms kept in the CI raise the local exponent to 10.26, while full mixing lowers the hydrogenic one to 9.7. For M1, the one-electron Dirac rate exceeds its leading form by 1.1% at this $Z$.

These are partial rates. The $2\,^3P$ levels also decay to $2\,^3S$ by E1. Without fine structure $\omega\sim Z$ there, so the rate grows as $Z^3Z^{-2}=Z$. One-electron fine-structure shifts of order $\alpha^2Z^4$ steepen this growth for $J=1$ and $J=2$; $J=0$ has none, because $2p_{1/2}$ and $2s_{1/2}$ are degenerate. The effect is largest for $J=2$, where the leading shift $\alpha^2Z^4/32$ already adds about an eighth to $\omega$ at $Z=14$. Without these shifts, the CI value at $Z=14$ is $1.4\times10^8\ \mathrm{s^{-1}}$, still above the M2 rate.

At $Z=2$ the expansion is of little use. The leading E1, 2E1 and M2 rates exceed the CI values by factors of about 12, 21 and 30, and the local exponents are 7.7, 10.1 and 13.2. The $sp$ basis is less complete here: adding $d$ and $f$ orbitals raises these CI rates by 2 to 5%, changes the factors to about 11, 21 and 29, and lowers the exponents by up to 0.1. The numerical check compares the leading coefficients with independent calculations.

## Computed values

```
fine-structure constant = 0.00729735
atomic unit of rate = 4.134137e+16 1/s
|<1s|z|2pz>| times Z = 0.74494 bohr
hydrogen two-photon integral C = 1.318223e-03
hydrogen 2s two-photon rate = 8.2294 1/s
exchange integral 1s2p / Z = 0.017071 hartree
same from Gaussian orbitals = 0.017071 hartree
mixing coefficient eta = 0.43149
mixing / Z^3 = 2.2977e-05
Z where first-order mixing = 1: 35.2
M1 integrals: grad 0.41903, pot -0.62854, r^4 -2.97974 (a.u.)
M1 R3/alpha^3 = -0.31427, K/(alpha Z)^4 = -0.026189
M1 two-electron spin factor = 0.66667
Leading coefficients A/Z^p:
  2 1P1 E1: p = 4, 1.2537e+09 1/s
  2 1S0 2E1: p = 6, 1.6459e+01 1/s
  2 3P2 M2: p = 8, 3.7494e-02 1/s
  2 3P1 E1: p = 10, 6.6187e-01 1/s
  2 3S1 M1: p = 10, 1.6639e-06 1/s
CI/leading, extrapolated to 1/Z = 0: 1.0000, 1.0000, 1.0000, 0.9999
Exponents at formal Z = 200: 4.016, 6.024, 8.024, 10.017
Z = 2: CI ground energy -2.9005, 2P gap 0.00979 hartree
  2 1P1 E1: leading 2.006e+10, CI 1.718e+09 1/s, exponent 7.69
  2 1S0 2E1: leading 1.053e+03, CI 4.917e+01 1/s, exponent 10.11
  2 3P2 M2: leading 9.599e+00, CI 3.190e-01 1/s, exponent 13.15
  2 3P1 E1: leading 6.778e+02, CI 7.859e+01 1/s, exponent 12.79
  2 3S1 M1: leading 1.704e-03 1/s
  2 3P-2 3S E1: CI 1.081e+07 1/s, exponent 2.67
Z = 6: CI ground energy -32.4012, 2P gap 0.13247 hartree
  2 1P1 E1: leading 1.625e+12, CI 8.828e+11 1/s, exponent 4.69
  2 1S0 2E1: leading 7.679e+05, CI 3.278e+05 1/s, exponent 6.91
  2 3P2 M2: leading 6.298e+04, CI 2.618e+04 1/s, exponent 8.96
  2 3P1 E1: leading 4.002e+07, CI 2.167e+07 1/s, exponent 10.65
  2 3S1 M1: leading 1.006e+02 1/s
  2 3P-2 3S E1: CI 5.733e+07 1/s, exponent 1.12
Z = 14: CI ground energy -187.4009, 2P gap 0.40306 hartree
  2 1P1 E1: leading 4.816e+13, CI 3.777e+13 1/s, exponent 4.26
  2 1S0 2E1: leading 1.239e+08, CI 8.716e+07 1/s, exponent 6.36
  2 3P2 M2: leading 5.533e+07, CI 3.871e+07 1/s, exponent 8.37
  2 3P1 E1: leading 1.914e+11, CI 1.485e+11 1/s, exponent 10.26
  2 3S1 M1: leading 4.813e+05 1/s
  2 3P-2 3S E1: CI 1.416e+08 1/s, exponent 1.03
Hydrogenic 1s2p mixing model, 2 3P1 line:
  Z = 6: first-order 2.463e-05, full 2.446e-05, exponent 9.98
  Z = 14: first-order 3.975e-03, full 3.604e-03, exponent 9.68
  Z = 30: first-order 3.849e-01, full 1.214e-01, exponent 6.77
  Z = 60: first-order 2.463e+01, full 2.932e-01, exponent 4.39
M1 Dirac/leading rate: Z=14 1.0112, Z=60 1.2467
```
